# How x(1-x) Vibrational Mixing Entropy Lowers a Miscibility Gap

Consider a substitutional alloy of A and B atoms, with atomic fraction $x$ of B. Unlike neighbours cost energy, so the alloy separates when cold and mixes when hot. Suppose the mixing energy per atom is $\Omega x(1-x)$ with $\Omega>0$, and the vibrations add a mixing entropy $\eta k\,x(1-x)$ per atom, where $k$ is Boltzmann's constant and $\eta$ is a pure number. The form of the critical temperature $T_c$ follows before any curvature is calculated.

The energy and the vibrational entropy have the same dependence on composition. In the free energy divided by $kT$ they therefore merge into one term, $\chi x(1-x)$, with

$$\chi=\frac{\Omega}{kT}-\eta .$$

What remains is the configurational entropy divided by $k$, a function of $x$ alone. All phase equilibria of the model thus depend on $T$ and $\eta$ through $\chi$, and the gap closes at some fixed number $\chi_c$. Solving $\Omega/kT_c-\eta=\chi_c$ gives

$$kT_c=\frac{\Omega}{\chi_c+\eta}.$$

Exchanging $x$ and $1-x$ leaves the free energy unchanged, so a single critical point must lie at $x=1/2$. It remains to find $\chi_c$, and to see why vibrations should produce an entropy of this shape.

## The critical number

Free energies and entropies here are per atom, measured from the composition-weighted pure solids. For randomly placed atoms the free energy of mixing is

$$G=\Omega x(1-x)+kT[x\ln x+(1-x)\ln(1-x)]-T\eta k\,x(1-x).$$

Both $\Omega$ and $\eta$ are taken as independent of temperature. These assumptions belong together: thermodynamics requires $d\Omega/dT=kT\,d\eta/dT$, so one cannot vary alone. With $g=G/kT$,

$$g'=\chi(1-2x)+\ln\frac{x}{1-x},\qquad g''=\frac{1}{x(1-x)}-2\chi .$$

The first term of $g''$ is smallest at $x=1/2$, where it equals 4. If $\chi\le2$, $g$ is convex everywhere and no split into two compositions lowers the free energy. If $\chi>2$, $g$ is concave around $x=1/2$ and a split does lower it. Hence $\chi_c=2$ and

$$\boxed{kT_c=\frac{\Omega}{2+\eta}},\qquad \frac{T_c}{T_{c0}}=\frac{1}{1+\eta/2},\qquad kT_{c0}=\frac{\Omega}{2}.$$

Here $T_{c0}$ is the critical temperature for $\eta=0$ at the same $\Omega$. The result is a mean-field one and needs $\eta>-2$.

The physical reason is visible in the combination $\Omega-\eta kT$. This is the free-energy cost of mixing, apart from configurational entropy. When $\eta>0$ it falls on heating, so configurational entropy overcomes it sooner. At absolute zero the term $\eta kT$ vanishes and the cost $\Omega$ remains, apart from a zero-point shift (about $-5$ meV for the springs and masses used below), so a positive $\eta$ does not remove the gap.

For $-2<\eta<0$ the cost rises on heating and $T_c$ exceeds $T_{c0}$. At $\eta=-2$ the formula diverges. For $\eta\le-2$ and $\Omega>0$, $\chi=\Omega/kT+|\eta|$ stays above 2 at every finite temperature, and the gap never closes within the model.

## The whole gap narrows

The coexisting compositions share a common tangent to $g$. Since $g(x)=g(1-x)$, the tangent touching the two symmetric minima is horizontal. Setting $g'=0$ gives

$$\frac{\Omega}{kT}-\eta=L(x),\qquad L(x)=\frac{1}{1-2x}\ln\frac{1-x}{x}.$$

To see how $L$ behaves, put $m=1-2x$ for the A-rich side. Then $(1-x)/x=(1+m)/(1-m)$, and

$$L=\frac1m\ln\frac{1+m}{1-m}=2\left(1+\frac{m^2}{3}+\frac{m^4}{5}+\cdots\right).$$

So $L$ grows steadily from 2 at the centre to infinity at the pure solid, and each $\chi>2$ fixes one pair of compositions. The temperature at which a composition $x$ reaches the gap boundary is

$$kT(x)=\frac{\Omega}{L(x)+\eta}.$$

A positive $\eta$ lowers this temperature at every composition between the pure solids. The reduction factor is $L/(L+\eta)$, so the relative effect is greatest at the top of the gap, where $L$ is smallest.

At low solubility, the boundary equation rearranges to

$$\ln x=-\chi+2\chi x+\ln(1-x)\approx-\chi+(2\chi-1)x .$$

When the last term is negligible, $x\approx e^{-\Omega/kT}e^{\eta}$. The vibrations then multiply the solubility by the constant factor $e^\eta$, although the solubility itself still tends to zero on cooling.

## Where the entropy comes from

Let the atoms vibrate harmonically and classically on a lattice. A mode of angular frequency $\omega$ has partition function $kT/\hbar\omega$, hence free energy $F=kT\ln(\hbar\omega/kT)$ and entropy

$$S=-\frac{\partial F}{\partial T}=k\left[1-\ln\frac{\hbar\omega}{kT}\right].$$

Lower frequencies mean more entropy, because a softer mode explores more phase space at the same temperature. In the mixing entropy the terms in $T$ cancel, leaving the reference value of $k\sum\ln\omega$ minus its value in the alloy.

Connect each atom to $z$ nearest neighbours by central springs. Bond $b$ has stiffness $k_b$, and the force-constant matrix is

$$K=\sum_b k_b v_bv_b^{T},$$

where $v_b$ contains the bond's unit vector on one atom and its negative on the other. The squared frequencies are the eigenvalues of $D=M^{-1/2}KM^{-1/2}$, with $M$ the mass matrix. Three of them vanish because uniform translation stretches no bond. We take a periodic crystal in which every other displacement stretches some bond, so that no further eigenvalue vanishes. This holds for the face-centred cubic lattice used below, but not for simple cubic or body-centred cubic lattices with nearest-neighbour springs alone. A prime on a determinant means that the three zeros are left out.

The masses are treated as follows. We have $\det(D-\lambda)=\det(K-\lambda M)/\det M$. Split the displacements into translations and their complement, and compare the lowest power of $\lambda$, which is $\lambda^3$. With $\bar m$ the mean mass,

$$\det{}'D=\frac{\bar m^{\,3}\det{}'K}{\det M}.$$

The term $\ln\det M$ is a sum over atoms, so it is linear in composition and cancels from the mixing entropy. The term $3\ln\bar m$ is shared among all $N$ atoms and vanishes per atom in a large crystal. The mass difference therefore drops out, and stiffness alone matters.

To find the effect of stiffness, vary one spring. On the complement of the translations $K$ is invertible, so

$$\frac{\partial\ln\det{}'K}{\partial\ln k_b}=k_b\,v_b^TK^+v_b ,$$

where $K^+$ is the inverse on that complement. Summed over bonds, the right side is $\mathrm{Tr}(K^+K)=3N-3$. A uniform crystal has $Nz/2$ equivalent bonds, so for large $N$ each has the share $6/z$. For a periodic face-centred cubic (fcc) cell with $N=256$ and $z=12$, the expected share is $765/1536=0.49805$. Changing one spring and recomputing the modes gives the same number.

To first order in the differences of $\ln k_b$ between bonds, $\ln\det{}'K$ is thus a constant plus $(6/z)\sum_b\ln k_b$. Since $\sum\ln\omega$ is half of $\ln\det{}'D$, and there are $z/2$ bonds per atom, the stiffness part of $\sum\ln\omega$ per atom is

$$\frac12\cdot\frac6z\cdot\frac z2\,\langle\ln k_b\rangle=\frac32\langle\ln k_b\rangle .$$

For random mixing,

$$\langle\ln k_b\rangle=(1-x)^2\ln k_{AA}+x^2\ln k_{BB}+2x(1-x)\ln k_{AB}.$$

The reference is $(1-x)\ln k_{AA}+x\ln k_{BB}$. Because $(1-x)-(1-x)^2=x-x^2=x(1-x)$, reference minus alloy is

$$x(1-x)\left[\ln k_{AA}+\ln k_{BB}-2\ln k_{AB}\right].$$

Multiplying by $3k/2$ gives

$$S_{\rm vib}=\eta k\,x(1-x),\qquad \eta=3\ln\frac{\sqrt{k_{AA}k_{BB}}}{k_{AB}} .$$

The factor $x(1-x)$ counts unlike bonds, just as it does in the mixing energy. The entropy is positive when the unlike bond is softer than the geometric mean of the like bonds.

## Positivity alone is not enough

The shape of the entropy matters as well as its sign. Replace the vibrational term by $S=ck\,x(1-x)(1-2x)^2$ with $0<c<2$. This is never negative, but it vanishes at $x=1/2$ and has a hump on either side. In terms of $m$ it is $ck(m^2-m^4)/4$. Since $d^2/dx^2=4\,d^2/dm^2$, its second derivative at the centre is $+2ck$. Stability there is lost when

$$4kT-2\Omega-2ckT=0,\qquad kT=\frac{\Omega}{2-c}.$$

This lies above $\Omega/2$: the positive entropy has raised the instability temperature, because it rewards compositions on either side of the centre more than the centre itself. With $c=0.5$ and the $\Omega$ used below, the temperature is 1702 K instead of 1277 K. For an entropy proportional to $x(1-x)$ the second derivative is $-2\eta k$, so there the sign does settle the matter.

## A worked alloy

Take $\Omega=0.220$ eV per atom on an fcc lattice, with springs $k_{AA}=40$, $k_{BB}=36$ and $k_{AB}=32$ N/m. Then

$$\eta=3\ln\frac{\sqrt{40\times36}}{32}=0.511 .$$

With $k=8.617\times10^{-5}$ eV/K, the two critical temperatures are

$$T_{c0}=\frac{0.220}{2k}=1277\ \mathrm K,\qquad
T_c=\frac{0.220}{2.511\,k}=1017\ \mathrm K .$$

The second corresponds to $kT_c=0.0876$ eV. At fixed $\Omega$, vibrations lower the top of the gap by 260 K, or 20%. A search for the temperature at which the numerical curvature of $G$ first reaches zero anywhere in composition also gives 1017 K.

At $x=1/2$ the vibrational entropy is $0.128k$ per atom, against $0.693k$ from configuration. The shift is set by their curvatures, which contribute $1.023\,kT$ and $4\,kT$ to $G''$. Their ratio is $\eta/2=0.256$, and $1/1.256=0.796$.

At 800 K, $\Omega/kT=3.191$ and $\chi=3.191-0.511=2.680$. The gap runs from $x=0.110$ to $0.890$, compared with $0.055$ to $0.945$ without vibrations. The solubility on each side has doubled. This exceeds $e^\eta=1.67$ because the solution is no longer dilute. At 400 K the solubility rises from 0.00173 to 0.00291, a factor of 1.69, and the small excess over 1.67 comes from the term $(2\chi-1)x$ above.

Interdiffusion responds to the same curvature. When the sites are conserved and vacancies are in local equilibrium, the driving force is the gradient of $\mu_B-\mu_A=G'$. For gentle composition gradients the flux is $-B\,G''\nabla x$, with a positive mobility factor $B$. The dimensionless measure of the driving force is the thermodynamic factor

$$\Phi=\frac{x(1-x)G''}{kT}=1-2x(1-x)\left(\frac{\Omega}{kT}-\eta\right),$$

which equals 1 for an ideal solution. At 1150 K and $x=1/2$, it is $-0.110$ without vibrations and $+0.146$ with them. If coherency stresses are absent, the first model predicts uphill diffusion and the second predicts homogenization. The second process is slow: at equal mobility, its driving force is about 15% of the ideal one.

## What the model leaves out

**Short-range order.** Real atoms avoid costly neighbours even in a single phase. The pair approximation treats bonds as independent pairs, then corrects for counting each atom $z$ times. Let $p$ be the probability that a bond has A at its first end and B at its second, and let $c_b=\chi/z$ be the cost of an unlike bond in units of $kT$. Then

$$g=zpc_b+\frac z2\big[(x-p)\ln(x-p)+(1-x-p)\ln(1-x-p)+2p\ln p\big]$$
$$\qquad-(z-1)\big[x\ln x+(1-x)\ln(1-x)\big].$$

Minimizing over $p$ gives $p^2=e^{-2c_b}(x-p)(1-x-p)$. Because $g$ is stationary in $p$, its slope in $x$ is

$$g'=\frac z2\ln\frac{x-p}{1-x-p}-(z-1)\ln\frac{x}{1-x}.$$

By symmetry $dp/dx=0$ at $x=1/2$, so $g''=z/(\tfrac12-p)-4(z-1)$ there. Setting this to zero gives $\tfrac12-p=z/[4(z-1)]$ and $p=(z-2)/[4(z-1)]$. At $x=1/2$ the minimum condition reads $e^{-c_b}=p/(\tfrac12-p)=(z-2)/z$. Therefore

$$\chi_c=z\ln\frac{z}{z-2},$$

which tends to 2 for large $z$. The form found at the start survives with a new number. For $z=12$, $\chi_c=2.188$ and $T_c=0.220/(2.699k)=946$ K, 7% below the mean-field value. Correlations beyond pairs matter about as much again. Simulations of the equivalent fcc Ising model give $\chi_c\approx2.45$, hence $T_c\approx860$ K, about 15% below the mean-field value. Without vibrations the same number closes the gap near 1040 K, so the uphill diffusion found above for 1150 K is a mean-field prediction.

**Unequal springs.** The first-order formula for $\eta$ overestimates the entropy in a large crystal. By the Cauchy–Binet formula, $\det{}'K$ is a sum of products of spring constants with non-negative coefficients. Its logarithm is therefore a convex function of the $\ln k_b$ and lies on or above its first-order expansion. For given bond counts, the true frequencies are then at least as high, on logarithmic average, as the formula assumes.

Modes of random 256-atom cells, with masses of 60 and 200 u for A and B, give $\eta=0.487$, $0.493$ and $0.498$ at $x=0.25$, $0.50$ and $0.75$. These are averages over three arrangements each, scaled by the actual number of unlike bonds. They are not converged in cell size: 864-atom cells give 0.492, 0.497 and 0.501. At $x=0.50$ about 0.004 of the 256-atom deficit is the finite-cell mass term and 0.002 comes from having $3N-3$ modes in place of $3N$, so the large-crystal value is near 0.499. Using the 256-atom value 0.493 would move $T_c$ to 1024 K. The large-crystal values give about 1022 K from $\eta$ at $x=1/2$, and about 1020 K from the curvature of the entropy when the drift of $\eta$ with $x$ is included. The $x(1-x)$ law serves well at this contrast.

**Quantum vibrations.** The quantum free energy of a mode is $kT\ln[2\sinh(u/2)]=kT[\ln u+u^2/24+\cdots]$, with $u=\hbar\omega/kT$. The sum of $\omega^2$ is the trace of $D$, to which each atom contributes the sum of its spring constants divided by its mass. Subtracting the pure solids leaves a term $q\,x(1-x)$ with

$$q=\frac{\hbar^2z}{24kT}\left[\frac{k_{AB}-k_{AA}}{m_A}+\frac{k_{AB}-k_{BB}}{m_B}\right].$$

At $T_c$ this is $-0.23$ meV, which lowers $T_c$ by about 1 K. The correction is small because $kT_c=87.6$ meV exceeds the highest phonon energy of pure A, 37.3 meV. The ratio $q/kT$ grows as $1/T^2$. At 400 K it is about $-0.017$, already larger than the excess of 0.011 in $\ln x$ discussed for the dilute solubility, so that factor of 1.69 belongs to the classical model. Well below room temperature a constant $\eta$ is no longer justified.

**Coherency strain.** So far each phase has been free to take its own lattice parameter. Suppose instead that thin layers of composition $\tfrac12\pm\delta$ share one in-plane lattice. If $\epsilon$ is the fractional change of lattice parameter from A to B, each layer is strained by $\epsilon\delta$ in two directions. With biaxial modulus $Y$ and atomic volume $v$, this costs $Yv\epsilon^2\delta^2$ per atom. The chemical change is $\tfrac12G''\delta^2$, so instability requires $G''+2Yv\epsilon^2<0$. At $x=1/2$ the limit is

$$(2+\eta)kT=\Omega-Yv\epsilon^2 .$$

For $Y=150$ GPa, $v=0.014$ nm³ and $\epsilon=0.15$, the strain term is 0.295 eV, larger than $\Omega$. The right side is negative, and the uniform alloy is stable against such layers at every temperature. With these values of $Y$ and $v$, a mismatch above 0.130 is enough. The 1017 K result therefore applies to phases whose misfit stress has been relieved, for example by dislocations.

## Beside a real alloy

The masses, lattice type, mismatch and energy scale are round values in the rough regime of gold–nickel, with A resembling nickel. They are not a fit. The real gap closes at roughly 1100 K, and its top lies on the nickel-rich side. The nearness of 1017 K reflects the choice of $\Omega$ and does not confirm the model. The off-centre top shows that the symmetric form fails there, a shift this model cannot size. The mismatch is large for a substitutional alloy, which makes coherency the most serious of the effects estimated here: with the values used here it removes the instability altogether, while short-range order lowers $T_c$ by about 15% if all of $\Omega$ is a nearest-neighbour bond cost. At this mismatch that condition fails. In isotropic elasticity the misfit energy of the random solution is itself $Yv\epsilon^2x(1-x)$, here larger than $\Omega x(1-x)$, so the 15% figure does not carry over to an alloy like gold–nickel. Static relaxation around misfitting atoms, anharmonicity and electronic entropy have not been estimated. Each could change the effective $\Omega$ or $\eta$, so the 20% lowering belongs to the chosen springs and not to gold–nickel itself. The remaining digits are in the numerical output.

## Numbers as computed

```
Omega = 0.220 eV/atom
springs AA, BB, AB = 40, 36, 32 N/m
masses A, B = 60, 200 u; neighbours z = 12
k = 8.617333e-05 eV/K
eta, first-order formula = 0.5114
vibrational mixing entropy at x=1/2 = 0.1278 k/atom
configurational entropy at x=1/2 = 0.6931 k/atom
curvature terms at x=1/2: config 4.000, vib 1.023 (kT)
Tc without vibrations = 1276.5 K
Tc with vibrations, formula = 1016.6 K
Tc with vibrations, numerical curvature = 1016.6 K
k*Tc with vibrations = 0.08760 eV
Tc ratio = 0.7964; lowering = 259.9 K
effective interaction at Tc = 0.1752 eV/atom
Omega/kT at 800 K = 3.1912
gap at 800 K, no vib: x = 0.0553 to 0.9447
gap at 800 K, vib: x = 0.1101 to 0.8899
solubility at 400 K, no vib = 0.00173
solubility at 400 K, vib = 0.00291
solubility ratio at 400 K = 1.6860
solubility ratio at 250 K = 1.6683
dilute limit exp(eta) = 1.6676
thermo factor, x=1/2, 1150 K, no vib = -0.1100
thermo factor, x=1/2, 1150 K, vib = 0.1457
two-humped entropy, amplitude = 0.50 k
its instability temperature at x=1/2 = 1702.0 K
atoms in lattice cell = 256
share of one bond in ln det K = 0.49805
eta from lattice modes at x=0.25 = 0.4872
eta from lattice modes at x=0.50 = 0.4931
eta from lattice modes at x=0.75 = 0.4976
Tc using lattice eta at x=1/2 = 1024.0 K
entropy, unequal masses = 0.12624 k/atom
entropy, equal masses = 0.12724 k/atom
Tc with short-range order (pair approx) = 945.8 K
highest phonon energy, pure A = 37.30 meV
k*Tc = 87.60 meV
quantum change of Omega at Tc = -0.228 meV
quantum shift of Tc = -1.06 K
biaxial modulus = 150 GPa; mismatch = 0.15
atomic volume = 0.014 nm^3
coherency term Y*eps^2*v = 0.2949 eV/atom
mismatch that removes the coherent gap = 0.1296
```
